# Density fitting in MP2: integral errors, energy errors and operation counts, part 2

In density-fitted MP2, orbital products are expanded in an auxiliary basis. The questions here are what sign the resulting energy errors have and what the calculation costs. Hartree atomic units are used, with a closed-shell Hartree–Fock reference and real canonical orbitals \(\varphi_p\) of energies \(\varepsilon_p\). Indices \(i,j\) run over \(o\) correlated occupied orbitals, \(a,b\) over \(v\) virtuals and \(\mu,\nu,\lambda,\sigma\) over \(N\) basis functions. The bracket \((f|g)\) is the Coulomb repulsion of \(f\) and \(g\), an inner product. With \(\rho_{ia}=\varphi_i\varphi_a\), \(K_{ia,jb}=(\rho_{ia}|\rho_{jb})\), \(A^x_{ia,jb}=A_{ib,ja}\) and \(D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j>0\), the energy is \(E=E_{\rm OS}+E_{\rm SS}\) (opposite and same spin), summed over \(i,j,a,b\):
\[
E_{\rm OS}=-\sum\frac{K^2}{D},\qquad E_{\rm SS}=-\sum\frac{K(K-K^x)}{D}=-\frac12\sum\frac{(K-K^x)^2}{D}. \tag{1}
\]

The \(M\) auxiliary functions \(\chi_P\) give \(V_{PQ}=(\chi_P|\chi_Q)=(LL^T)_{PQ}\), with \(L\) lower triangular, and \(J_{P,ia}=(\chi_P|\rho_{ia})\). The Coulomb fit \(\tilde\rho_{ia}\) is the orthogonal projection of \(\rho_{ia}\) on their space, so the residual \(\Delta_{ia}=\rho_{ia}-\tilde\rho_{ia}\) is orthogonal to every \(\chi_P\). The fitted integrals are
\[
\tilde K=B^TB,\qquad B=L^{-1}J,\qquad \tilde K_{ia,jb}=\sum_{P=1}^MB_{P,ia}B_{P,jb}. \tag{7}
\]
Their error \(\delta=K-\tilde K\), with \(\delta_{ia,jb}=(\Delta_{ia}|\Delta_{jb})\), is positive semidefinite. Replacing \(K\) by \(\tilde K\) in (1) gives \(\tilde E\), and
\[
E-\tilde E=-2\sum\frac{\delta\,(2\tilde K-\tilde K^x)}{D}-\sum\frac{\delta\,(2\delta-\delta^x)}{D}. \tag{8}
\]

An overlap fit minimises \(\int\Delta^2d^3r\) instead, which shifts the coefficients by \(\eta\) from the Coulomb solution. Its plain form is \((\tilde\rho|\tilde\rho')\), with its own fitted densities; its robust form is \(\tilde K-\eta^TV\eta'\).

The example is BH at 2.33 bohr in cc-pVDZ with the boron 1s orbital frozen: \(N=19\), \(o=2\), \(v=16\), and \(M=70\) for the cc-pVDZ-RI auxiliary basis. The occupied orbitals are \(2\sigma\) and \(3\sigma\). The direct sum gives \(\tilde E_{\rm OS}=-0.05672262\) hartree.

The sign of the opposite-spin error is fixed. Write \(D=g_{ia}+g_{jb}\) with \(g_{ia}=\varepsilon_a-\varepsilon_i\), and use \(1/D=\int_0^\infty e^{-Dt}dt\), valid for \(D>0\). Let \(w(t)\) be the diagonal matrix with elements \(e^{-g_{ia}t/2}\). Then \(K_{ia,jb}^2e^{-Dt}=(w_{ia}K_{ia,jb}w_{jb})^2\), and the sum of the squared elements of a symmetric matrix is the trace of its square:
\[
E_{\rm OS}=-\int_0^\infty{\rm Tr}\,(wKw)^2\,dt .
\]
Put \(wKw=F+G\), with \(F=w\tilde Kw\) and \(G=w\delta w\). By the cyclic property, \({\rm Tr}(F+G)^2-{\rm Tr}F^2=2\,{\rm Tr}(FG)+{\rm Tr}\,G^2\). From (7), \(F=Y^TY\) with \(Y=Bw\), so \({\rm Tr}(FG)={\rm Tr}(YGY^T)=\sum_Py_P^TGy_P\), where \(y_P\) are the rows of \(Y\). Each term is non-negative, because \(y^Tw\delta wy=(wy)^T\delta(wy)\ge0\), and \({\rm Tr}\,G^2\) is a sum of squares. Therefore
\[
\tilde E_{\rm OS}-E_{\rm OS}=\int_0^\infty\left[2\,{\rm Tr}(FG)+{\rm Tr}\,G^2\right]dt\ \ge0. \tag{9}
\]
The proof needs both \(\tilde K\) and \(\delta\) positive semidefinite. It does not carry over to the plain overlap form, whose error is not a Gram matrix, nor to the robust one, where \(\tilde K-\eta^TV\eta\) is a difference of two semidefinite matrices with no guaranteed sign. It also assumes the same orbitals and \(D\) on both sides, so it says nothing when the Hartree–Fock step is fitted too. For nested auxiliary spaces, \(1\subset2\), one has \(\Delta^{(1)}=\Delta^{(2)}+(\tilde\rho^{(2)}-\tilde\rho^{(1)})\), and the bracket lies in space 2 and is orthogonal to every \(\Delta^{(2)}\). Hence \(\tilde K^{(2)}-\tilde K^{(1)}=\delta^{(1)}-\delta^{(2)}\) is the Gram matrix of the brackets and is positive semidefinite. The argument leading to (9), with \(\tilde K^{(2)}\) in the place of \(K\), shows that \(\tilde E_{\rm OS}\) cannot rise when functions are added.

The same-spin part has no such bound. Let \(T=(K-K^x)/D\), element by element. It is symmetric, since \(T_{jb,ia}\) contains \(K_{jb,ia}-K_{ja,ib}\), which equals \(K_{ia,jb}-K_{ib,ja}\). Its diagonal vanishes, since \(K^x_{ia,ia}=K_{ia,ia}\). A non-zero symmetric matrix with zero trace has eigenvalues of both signs. Expanding \(E_{\rm SS}\) at \(K-\delta\) as in (8), for a rank-one error \(\delta=uu^T\),
\[
\tilde E_{\rm SS}-E_{\rm SS}=2u^TTu-\frac12\sum\frac{(\delta-\delta^x)^2}{D}, \tag{10}
\]
which is negative whenever \(u^TTu<0\). A Coulomb fit can produce such an error. If the products are linearly independent, \(K=UkU^T\) with positive eigenvalues \(k_m\), the functions \(\zeta_m=k_m^{-1/2}\sum U_{ia,m}\rho_{ia}\) are Coulomb-orthonormal, and \(\rho_{ia}=\sum_mU_{ia,m}k_m^{1/2}\zeta_m\). Take as auxiliary space all combinations of the \(\zeta_m\) orthogonal to one unit combination \(\zeta=\sum_my_m\zeta_m\). The residual of each product is its component along \(\zeta\), \(\Delta_{ia}=u_{ia}\zeta\) with \(u=Uk^{1/2}y\), so \(\delta=uu^T\). As \(Uk^{1/2}\) is invertible, \(y\) can be chosen to make \(u\) parallel to an eigenvector of \(T\) with negative eigenvalue. The opposite sign occurs for the empty space, where \(\tilde E_{\rm SS}=0>E_{\rm SS}\). For BH, taking \(y\) as the lowest eigenvector of \(k^{1/2}U^TTUk^{1/2}\) gives \(u^TTu=-9.82\times10^{-4}\) and \(\tilde E_{\rm SS}-E_{\rm SS}=-3.09\times10^{-3}\) hartree, of which \(-1.96\times10^{-3}\) is the first term of (10) and \(-1.13\times10^{-3}\) the second, while \(\tilde E_{\rm OS}\) rises by \(3.65\times10^{-3}\).

Truncating cc-pVDZ-RI by angular momentum gives a nested sequence for BH. All errors are in hartree, the energies as fitted minus exact.

| highest \(l\) | \(M\) | largest \(\delta\) | OS error | SS error |
|---|---|---|---|---|
| s | 10 | \(5.36\times10^{-2}\) | \(+4.14\times10^{-2}\) | \(+5.8\times10^{-5}\) |
| p | 31 | \(2.35\times10^{-2}\) | \(+7.23\times10^{-3}\) | \(-2.6\times10^{-3}\) |
| d | 56 | \(4.12\times10^{-3}\) | \(+3.96\times10^{-4}\) | \(+8.5\times10^{-6}\) |
| f | 70 | \(1.59\times10^{-4}\) | \(+3.28\times10^{-5}\) | \(-7.6\times10^{-7}\) |

The opposite-spin error is positive and falls at every step. The same-spin error changes sign three times and is 45 times smaller in magnitude for the s set than for the sp set, although the s set is the poorer fit. Functions of s type on the axis are cylindrically symmetric, so \((\chi_P|\rho_{ia})=0\) for every \(\sigma\pi\) product, and likewise for every \(\sigma\delta\) product, and all terms of (1) with \(\pi\) or \(\delta\) virtuals are lost in that fit (the single pair of \(\delta\) virtuals contributes nothing to the same-spin energy). Their loss raises the same-spin energy by \(2.03\times10^{-3}\) hartree, while errors in the terms with \(\sigma\) virtuals lower it by \(1.97\times10^{-3}\), and the two nearly cancel. A small same-spin error is therefore no measure of the quality of a fit. The total error is positive in all four rows and in the rank-one example, but it has no guaranteed sign: within the same rank-one construction for BH, another choice of \(y\) puts the fitted total energy \(3.0\times10^{-4}\) hartree below the exact one.

The cost is counted as multiplications plus divisions, for dense arrays, with no use of sparsity or point-group symmetry. The pair energy \(e_{ij}=-\sum_{ab}K(2K-K^x)/D\) is unchanged under \(i\leftrightarrow j\) together with \(a\leftrightarrow b\), so only the \(n_{\rm p}=o(o+1)/2\) pairs with \(i\ge j\) are needed. Orbital coefficients are \(C_{\mu p}\).

The three-index integrals \((P|\mu\nu)\) are symmetric in \(\mu\nu\), so there are \(MN(N+1)/2\) of them, against \(n(n+1)/2\) with \(n=N(N+1)/2\), about \(N^4/8\), unique four-index integrals. These are numbers of integrals, whose unit cost depends on the basis, and they are kept apart from the operation totals. The first transformation, \((P|i\nu)=\sum_\mu C_{\mu i}(P|\mu\nu)\), has \(MoN\) results of \(N\) multiplications each, \(MoN^2\). The second, \(J_{P,ia}=\sum_\nu C_{\nu a}(P|i\nu)\), has \(Mov\) results of \(N\) multiplications, \(MovN\). Taking the virtual index first would replace \(MoN^2\) by \(MvN^2\), which is larger when \(v>o\).

The Cholesky recursion, with indices from 0 to \(M-1\), is
\[
L_{qq}=\Big(V_{qq}-\sum_{r<q}L_{qr}^2\Big)^{1/2},\qquad L_{sq}=\Big(V_{sq}-\sum_{r<q}L_{sr}L_{qr}\Big)\Big/L_{qq}\quad(s>q).
\]
Column \(q\) has \(M-q\) elements of \(q\) multiplications each, and
\[
\sum_{q=0}^{M-1}q(M-q)=\frac{M^2(M-1)}{2}-\frac{(M-1)M(2M-1)}{6}=\frac{M(M-1)(M+1)}{6}=\frac{M^3-M}{6}.
\]
Each of the \(M(M-1)/2\) off-diagonal elements adds a division; the \(M\) square roots are not counted. Forward substitution, \(B_P=(J_P-\sum_{Q<P}L_{PQ}B_Q)/L_{PP}\), takes \(P\) multiplications and one division for row \(P\), in all \(\sum_P(P+1)=M(M+1)/2\) per column and \(ovM(M+1)/2\) for the \(ov\) columns. It is done after the transformation because \(ov\le(o+v)^2/4\) is smaller than the \(N(N+1)/2\) columns of the untransformed array. The assembly (7) has \(n_{\rm p}v^2\) results of \(M\) multiplications, \(n_{\rm p}v^2M\). The energy takes one multiplication and one division per term, \(2n_{\rm p}v^2\), the factors of two being done by addition. When \(o,v,N,M\) grow in proportion to the size of the system, the Cholesky step is of third order, the transformations, the substitution and the energy sum are of fourth order, and the assembly alone is of fifth.

The conventional route starts with \((i\nu|\lambda\sigma)=\sum_\mu C_{\mu i}(\mu\nu|\lambda\sigma)\) for \(\lambda\ge\sigma\): \(oN\cdot N(N+1)/2\) results of \(N\) multiplications, \(oN^3(N+1)/2\). For each pair \(i\ge j\), contracting \(\lambda\) with \(j\) costs \(N^3\), then \(\nu\) with \(a\) costs \(vN^2\), then \(\sigma\) with \(b\) costs \(v^2N\). The total is \(oN^3(N+1)/2+n_{\rm p}(N^3+vN^2+v^2N)\), and all four terms are of fifth order. For a large system the ratio to the assembly step tends to
\[
\frac{N^4}{ov^2M}+\frac{N^3+vN^2+v^2N}{v^2M}, \tag{11}
\]
a constant under proportional growth. Since \(o+v\le N\) gives \(ov^2\le 4N^3/27\) (the maximum is at \(o=N/3\), \(v=2N/3\)) and \(v\le N\) makes each term of the second numerator at least \(v^2N\), the ratio is at least \((27/4+3)N/M=9.75\,N/M\). For \(M<9.75\,N\) density fitting therefore lowers the prefactor in the large-system limit; it leaves the exponent at five. For \(v\approx N\) the first term is \((N/o)/(M/N)\), so at a fixed ratio \(M/N\) the gain grows with the number of basis functions per occupied orbital.

For BH, \(n_{\rm p}=3\) and \(M(M+1)/2=2485\). The two transformations cost \(70\cdot2\cdot19^2=50540\) and \(70\cdot2\cdot16\cdot19=42560\), the factorisation \((70^3-70)/6+70\cdot69/2=57155+2415=59570\), the substitution \(32\cdot2485=79520\), the assembly \(3\cdot16^2\cdot70=53760\) and the energy \(2\cdot3\cdot16^2=1536\). The sum is \(2.875\times10^5\), of which the fifth-order step is a fraction 0.187. The conventional transformation costs \(2\cdot19^3\cdot10+3(6859+5776+4864)=137180+52497=189677\), and with the energy sum it is 0.67 of the fitted total. For so small a molecule fitting costs more in these steps, and the saving in integrals is slight, 13300 against 18145. Multiplying every dimension by 50 (\(N=950\), \(o=100\), \(v=800\), \(M=3500\)) reverses this. The transformations take \(3.16\times10^{11}\) and \(2.66\times10^{11}\), the factorisation \(7.2\times10^9\), the substitution \(4.90\times10^{11}\), the assembly \(1.131\times10^{13}\) and the energy \(6.5\times10^9\). The total is \(1.240\times10^{13}\), the assembly share is 0.912, and the conventional \(5.181\times10^{13}\) is 4.18 times the total and \(5.181/1.131=4.6\) times the assembly alone, the quantity that (11) describes. The integrals number \(1.58\times10^9\) against \(1.02\times10^{11}\), a factor of 65. These are dense counts; in an extended molecule the neglect of small products of two basis functions reduces the steps that start from such products, namely the first transformation of the fitted route and the first two contractions of the conventional one. Once a delocalised canonical orbital has replaced one function of the product, this sparsity is lost, so the later transformations and the assembly do not gain from it.

Storage follows the same pattern. The array \(B\) holds \(ovM\) numbers, from which each \(v\times v\) block of \(\tilde K\) is built, used and discarded, whereas keeping the \(v\times v\) blocks of all pairs \(i\ge j\) takes \(n_{\rm p}v^2\) numbers, if the symmetric blocks with \(i=j\) are also stored in full. The first is smaller when \(M<(o+1)v/2\). BH has \(70>24\), with 2240 numbers against 768; the scaled case has \(2.8\times10^8\) against \(3.2\times10^9\).

The Laplace form removes the fifth-order step for the opposite-spin part. With \(Y=Bw\), the cyclic property gives \({\rm Tr}(Y^TYY^TY)={\rm Tr}(YY^TYY^T)\), so
\[
\tilde E_{\rm OS}=-\int_0^\infty\sum_{PQ}X_{PQ}(t)^2\,dt,\qquad X_{PQ}(t)=\sum_{ia}B_{P,ia}\,e^{-g_{ia}t}\,B_{Q,ia}. \tag{12}
\]
For BH the trapezoid rule on a fine even mesh in \(\ln t\) gives \(-0.05672262\) hartree, the value of the direct sum to all eight decimals. One quadrature point costs \(ovM\) to form \(Y\), \(ovM(M+1)/2\) for the lower triangle of \(X\) and \(M(M+1)/2\) for the squares, the \(ov\) exponentials apart, which is of fourth order. The quadrature has to represent \(1/D\) between the smallest and the largest denominator, so the number of points does not grow with size as long as that range and the required relative accuracy stay fixed; a closing gap widens the range and voids the statement. The assembly costs about \(o^2v^2M/2\) and a point about \(ovM^2/2\), so (12) is cheaper when the number of points is below about \(ov/M\). For BH a single point, \(2240+33\cdot2485=84245\), already exceeds the assembly; for the scaled case \(1.131\times10^{13}/4.904\times10^{11}=23\) points break even.

The exchange term does not allow this reordering. After the Laplace step the weights are absorbed in \(Y\), and the direct term is \(\sum Y_{P,ia}Y_{P,jb}Y_{Q,ia}Y_{Q,jb}\), in which the first and third factors share two indices, so that their contraction runs over only the four indices \(P,Q,i,a\). The exchange term is \(\sum Y_{P,ia}Y_{P,jb}Y_{Q,ib}Y_{Q,ja}\). Here every pair of factors shares exactly one index: \(P\), \(i\) or \(a\) for the first factor with the other three, \(b\) or \(j\) for the second with the third and fourth, and \(Q\) for the last two. Whichever two dense factors are contracted first, the loop runs over \(3+3-1=5\) indices. As long as the dense three-index factors are contracted pair by pair and not factorised further, a fourth-order cost is therefore reached for the opposite-spin energy alone, as used in scaled opposite-spin MP2, and the full DF-MP2 energy remains of fifth order.
